# Irreversible island nucleation and the one-third power law: verification in Python

```python
"""
Result under test: for irreversible island nucleation with immobile, stable
dimers and no evaporation, the mean-field rate equations
    dn/dtheta = 1 - 2*s1*R*n**2 - s*R*n*N,    dN/dtheta = s1*R*n**2
give N -> (3*s1*theta/s**2)**(1/3) * R**(-1/3) when theta*sqrt(R) >> 1.
n: adatoms per site; N: islands (two or more atoms) per site;
theta: deposited coverage in monolayers (ML); R = D/F;
D: adatom diffusion coefficient in site areas per second; F: flux in ML/s;
s1, s: capture numbers of an adatom and of an island.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import quad, solve_ivp

S1, S = 3.0, 7.0
A = 3 * S1 / S**2


def integrate(rhs, start, coverage):
    sol = solve_ivp(rhs, (0.0, coverage), start, method="LSODA",
                    rtol=1e-10, atol=1e-16)
    assert sol.success
    return sol.y[:, -1]


def densities(ratio, coverage, loss=0.0, s1=S1,
              s=lambda c: S, bare=lambda c: 1.0):
    """Adatom and island density; loss = 1/(F * adatom lifetime)."""
    def rhs(c, y):
        n, isl = y
        pair = s1 * ratio * n * n
        return [bare(c) - 2 * pair - s(c) * ratio * n * isl - loss * n, pair]
    return integrate(rhs, [0.0, 0.0], coverage)


def island_formula(ratio, coverage):
    return (A * coverage / ratio) ** (1 / 3)


def log_slope(func, x, h=0.1):
    return np.log(func(x * np.exp(h)) / func(x * np.exp(-h))) / (2 * h)


def slope_formula(ratio, coverage):
    tau = coverage * np.sqrt(ratio)
    return -1 / 3 + 4 / 9 * A ** (1 / 3) * tau ** (-2 / 3)


theta = 0.1

# Size-resolved balance equations against the closed pair of equations
R_h, largest = 1e6, 150
sizes = np.arange(2, largest + 1)


def hierarchy(c, y):
    n, isl = y[0], y[1:]
    pair = S1 * R_h * n * n
    growth = S * R_h * n * isl
    out = np.empty_like(y)
    out[0] = 1 - 2 * pair - growth.sum()
    out[1:] = -growth
    out[1] += pair
    out[2:] += growth[:-1]
    return out


y_h = integrate(hierarchy, np.zeros(largest), theta)
n_h, N_h = densities(R_h, theta)
mass_h = y_h[0] + np.dot(sizes, y_h[1:])
assert abs(y_h[1:].sum() / N_h - 1) < 1e-6
assert abs(mass_h / theta - 1) < 1e-6

# Collapse: equal theta*sqrt(R) must give equal N*sqrt(R)
collapse_a = N_h * np.sqrt(R_h)
collapse_b = densities(1e8, 0.01)[1] * np.sqrt(1e8)
assert abs(collapse_a / collapse_b - 1) < 1e-6

# Early stage: theta*sqrt(R) = 0.01
early_N = densities(1e8, 1e-6)[1]
early_slope = log_slope(lambda r: densities(r, 1e-6)[1], 1e8)
assert abs(early_N / (S1 * 1e8 * 1e-18 / 3) - 1) < 2e-3
assert abs(early_slope - 1) < 2e-3

# Late stage: density, adatom density, first correction, local exponent
n_far, N_far = densities(1e12, theta)
tau_far = theta * 1e6
assert abs(N_far / island_formula(1e12, theta) - 1) < 1e-3
assert abs(n_far * S * 1e12 * N_far - 1) < 1e-3
coef = (N_far / island_formula(1e12, theta) - 1) * tau_far ** (2 / 3)
coef_formula = -4 / 3 * A ** (1 / 3)
assert abs(coef / coef_formula - 1) < 0.03
table = []
for R in (1e4, 1e6, 1e8, 1e10, 1e12):
    slope = log_slope(lambda r: densities(r, theta)[1], R)
    table.append((R, densities(R, theta)[1], island_formula(R, theta),
                  slope, slope_formula(R, theta)))
assert abs(table[3][3] - table[3][4]) < 1e-4
assert abs(table[4][3] + 1 / 3) < 5e-4

# Coverage-dependent capture and flux partly landing on islands


def s_var(c):
    return S * (1 + 5 * c)


def bare_var(c):
    return 1 - c


def N_var(r):
    return densities(r, theta, s=s_var, bare=bare_var)[1]


integral = quad(lambda c: S1 * bare_var(c)**2 / s_var(c)**2, 0, theta)[0]
N_var_formula = (3 * integral / 1e12) ** (1 / 3)
slope_var = log_slope(N_var, 1e12)
assert abs(N_var(1e12) / N_var_formula - 1) < 2e-3
assert abs(slope_var + 1 / 3) < 1e-3

# Capture number of adatoms varying as R**(-p) shifts the exponent
p = 0.06
slope_p = log_slope(
    lambda r: densities(r, theta, s1=S1 * (r / 1e12)**(-p))[1], 1e12)
assert abs(slope_p + (1 + p) / 3) < 1e-3


# Mobile dimers: mobility is the dimer-to-adatom diffusion ratio
def with_dimers(ratio, mobility):
    def rhs(c, y):
        n, dim, isl = y
        pair = S1 * ratio * n * n
        trimer = (1 + mobility) * S * ratio * n * dim
        join = mobility * S * ratio * dim * isl
        merge = mobility * S * ratio * dim * dim
        return [1 - 2 * pair - trimer - S * ratio * n * isl,
                pair - trimer - join - 2 * merge, trimer + merge]
    end = integrate(rhs, [0.0, 0.0, 0.0], theta)
    return end[1] + end[2]


slope_fixed = log_slope(lambda r: with_dimers(r, 0.0), 1e11)
slope_mobile = log_slope(lambda r: with_dimers(r, 1.0), 1e11)
N_mobile = with_dimers(1e11, 1.0)
N_mobile_formula = (10 * S1 * theta / (S**3 * 1e22)) ** 0.2
assert abs(slope_fixed + 1 / 3) < 2e-3
assert abs(slope_mobile + 2 / 5) < 0.01
assert abs(N_mobile / N_mobile_formula - 1) < 0.03

# Evaporation dominant, then evaporation weak
D_e, life, F_e = 1e5, 1e-4, 1e-2


def N_evap(flux):
    return densities(D_e / flux, theta, loss=1 / (flux * life))[1]


slope_evap = log_slope(N_evap, F_e)
N_evap_formula = S1 * D_e * F_e * life**2 * theta
evap_group = S * D_e * N_evap(F_e) * life
assert abs(slope_evap - 1) < 2e-3
assert abs(N_evap(F_e) / N_evap_formula - 1) < 2e-3
N_ref = densities(1e10, theta)[1]
N_weak = densities(1e10, theta, loss=1e-3 * S * 1e10 * N_ref)[1]
weak_change = N_weak / N_ref - 1
assert -2e-3 < weak_change < 0

# Worked example with round model parameters
spacing, barrier, prefactor = 0.30, 0.40, 1e13
temperature, flux = 300.0, 0.01
kB = Boltzmann / elementary_charge


def diffusion(T):
    return prefactor / 4 * np.exp(-barrier / (kB * T))


D = diffusion(temperature)
R = D / flux
tau = theta * np.sqrt(R)
n, N = densities(R, theta)
N_lim = island_formula(R, theta)
N_corr = N_lim * (1 - 4 / 3 * A ** (1 / 3) * tau ** (-2 / 3))
n_lim = 1 / (S * R * N_lim)
assert abs(N / N_corr - 1) < 2e-3
N_fast = densities(D / (10 * flux), theta)[1]
T1, T2 = 295.0, 305.0
N1 = densities(diffusion(T1) / flux, theta)[1]
N2 = densities(diffusion(T2) / flux, theta)[1]
energy = np.log(N1 / N2) / (1 / (kB * T1) - 1 / (kB * T2))
energy_formula = -barrier * slope_formula(R, theta)
assert abs(energy - energy_formula) < 5e-4

print(f"capture numbers s1, s: {S1:.0f}, {S:.0f}")
print(f"a = 3 s1/s^2: {A:.5f}")
print(f"lattice spacing: {spacing:.2f} nm; barrier: {barrier:.2f} eV")
print(f"total hop-rate prefactor: {prefactor:.1e} 1/s")
print(f"T: {temperature:.0f} K; F: {flux:.2f} ML/s; theta: {theta:.1f} ML")
print(f"D: {D:.4e} site areas/s")
print(f"R = D/F: {R:.4e}")
print(f"crossover coverage scale R^(-1/2): {R**-0.5:.3e} ML")
print(f"tau = theta sqrt(R): {tau:.1f}")
print(f"N, integrated: {N:.4e} per site")
print(f"N, limiting formula: {N_lim:.4e} per site")
print(f"N, formula with first correction: {N_corr:.4e} per site")
print(f"N, integrated, converted: {N / (spacing * 1e-7)**2:.3e} cm^-2")
print(f"n, integrated: {n:.4e} per site")
print(f"n, limiting formula: {n_lim:.4e} per site")
print(f"mean island size (theta-n)/N: {(theta - n) / N:.1f} atoms")
print(f"island spacing N^(-1/2): {spacing / np.sqrt(N):.2f} nm")
print(f"N at tenfold flux: {N_fast:.4e} per site")
print(f"ratio of N at tenfold flux: {N_fast / N:.4f}")
print(f"10^(1/3): {10 ** (1 / 3):.4f}")
print(f"apparent energy, {T1:.0f} to {T2:.0f} K: {energy:.4f} eV")
print(f"apparent energy, corrected formula: {energy_formula:.4f} eV")
print(f"barrier/3: {barrier / 3:.4f} eV")
print("At theta = 0.1 ML: R | N integrated | N limit (per site)"
      " | dlnN/dlnR integrated | corrected formula")
for row in table:
    print("{:.0e} | {:.4e} | {:.4e} | {:.5f} | {:.5f}".format(*row))
print(f"size hierarchy, R=1e6: sum N_s {y_h[1:].sum():.6e} per site")
print(f"two-equation N, R=1e6: {N_h:.6e} per site")
print(f"hierarchy total mass: {mass_h:.6f} ML")
print(f"N sqrt(R) at R=1e6, theta=0.1: {collapse_a:.6f}")
print(f"N sqrt(R) at R=1e8, theta=0.01: {collapse_b:.6f}")
print(f"early dlnN/dlnR at tau=0.01: {early_slope:.4f}")
print(f"correction coefficient, integrated: {coef:.4f}")
print(f"correction coefficient, formula: {coef_formula:.4f}")
print(f"varying capture, R=1e12: N {N_var(1e12):.4e} per site")
print(f"varying capture, integral formula: {N_var_formula:.4e} per site")
print(f"varying capture, dlnN/dlnR: {slope_var:.4f}")
print(f"s1 as R^(-{p:.2f}), dlnN/dlnR: {slope_p:.4f}")
print(f"immobile dimers, R=1e11, dlnN/dlnR: {slope_fixed:.4f}")
print(f"mobile dimers, R=1e11, dlnN/dlnR: {slope_mobile:.4f}")
print(f"mobile dimers, N integrated: {N_mobile:.3e} per site")
print(f"mobile dimers, N formula: {N_mobile_formula:.3e} per site")
print(f"evaporation case: D {D_e:.0e} site areas/s, lifetime {life:.0e} s")
print(f"evaporation case, s D N lifetime: {evap_group:.2e}")
print(f"evaporation case, dlnN/dlnF: {slope_evap:.4f}")
print(f"weak evaporation (s D N lifetime = 1000), change of N: "
      f"{100 * weak_change:.3f} %")
print("finished without a failed check")
```

Printed output:

```
capture numbers s1, s: 3, 7
a = 3 s1/s^2: 0.18367
lattice spacing: 0.30 nm; barrier: 0.40 eV
total hop-rate prefactor: 1.0e+13 1/s
T: 300 K; F: 0.01 ML/s; theta: 0.1 ML
D: 4.7669e+05 site areas/s
R = D/F: 4.7669e+07
crossover coverage scale R^(-1/2): 1.448e-04 ML
tau = theta sqrt(R): 690.4
N, integrated: 7.2099e-04 per site
N, limiting formula: 7.2767e-04 per site
N, formula with first correction: 7.2061e-04 per site
N, integrated, converted: 8.011e+11 cm^-2
n, integrated: 4.1363e-06 per site
n, limiting formula: 4.1184e-06 per site
mean island size (theta-n)/N: 138.7 atoms
island spacing N^(-1/2): 11.17 nm
N at tenfold flux: 1.5374e-03 per site
ratio of N at tenfold flux: 2.1324
10^(1/3): 2.1544
apparent energy, 295 to 305 K: 0.1321 eV
apparent energy, corrected formula: 0.1320 eV
barrier/3: 0.1333 eV
At theta = 0.1 ML: R | N integrated | N limit (per site) | dlnN/dlnR integrated | corrected formula
1e+04 | 1.0592e-02 | 1.2247e-02 | -0.28507 | -0.27890
1e+06 | 2.5544e-03 | 2.6384e-03 | -0.32285 | -0.32161
1e+08 | 5.6433e-04 | 5.6844e-04 | -0.33096 | -0.33081
1e+10 | 1.2227e-04 | 1.2247e-04 | -0.33281 | -0.33279
1e+12 | 2.6375e-05 | 2.6384e-05 | -0.33322 | -0.33322
size hierarchy, R=1e6: sum N_s 2.554373e-03 per site
two-equation N, R=1e6: 2.554373e-03 per site
hierarchy total mass: 0.100000 ML
N sqrt(R) at R=1e6, theta=0.1: 2.554373
N sqrt(R) at R=1e8, theta=0.01: 2.554373
early dlnN/dlnR at tau=0.01: 0.9998
correction coefficient, integrated: -0.7497
correction coefficient, formula: -0.7579
varying capture, R=1e12: N 2.2377e-05 per site
varying capture, integral formula: 2.2386e-05 per site
varying capture, dlnN/dlnR: -0.3332
s1 as R^(-0.06), dlnN/dlnR: -0.3532
immobile dimers, R=1e11, dlnN/dlnR: -0.3331
mobile dimers, R=1e11, dlnN/dlnR: -0.3982
mobile dimers, N integrated: 1.529e-05 per site
mobile dimers, N formula: 1.543e-05 per site
evaporation case: D 1e+05 site areas/s, lifetime 1e-04 s
evaporation case, s D N lifetime: 2.10e-04
evaporation case, dlnN/dlnF: 0.9997
weak evaporation (s D N lifetime = 1000), change of N: -0.100 %
finished without a failed check
```
